# Anderson Mixing and GMRES for the Linearized Schrodinger-Poisson Problem, part 2

A silicon film 6 nm thick lies between two gates, each behind 1 nm of oxide. Its conduction-band edge $U$, relative to the Fermi level, is found by iterating the Schrodinger and Poisson equations. Energies are in eV, lengths in nm, and $q=e^2/\epsilon_0=18.095\ \text{eV nm}$.

Near the solution $U^*$, a gate step changes the gate terms of the Poisson equation by $\delta s$. To first order $x=U-U^*$ obeys $Mx=b$, with $M=I-J$, $J=qK^{-1}S$ and $b=K^{-1}\delta s$. The Poisson matrix $K$ is symmetric positive definite; $S\le0$, also symmetric, is the change of electron number per node with band edge. The loop gains $\lambda\ge0$ are the eigenvalues of $-J$, and $\Lambda$ is the largest. In the energy product $\langle u,v\rangle_K=u^TKv$, $M$ is self-adjoint and

$$\langle v,Mv\rangle_K=v^TKv-q\,v^TSv\ \ge\ \|v\|_K^2 .\tag{1}$$

The residual is $f(x)=b-Mx$. Simple iteration is $x\to x+\beta f(x)$. Full-memory Anderson mixing forms $\bar x_k=\sum_{j=0}^k\alpha_jx_j$ with $\sum_j\alpha_j=1$ and the shortest residual, then $x_{k+1}=\bar x_k+\beta_kf(\bar x_k)$, $\beta_k\ne0$. GMRES, with the same start and norm, minimizes the residual over $x_0+\mathcal K_k$, $\mathcal K_k=\text{span}\{r_0,\dots,M^{k-1}r_0\}$. This gives $x_k^G=x_0+\sum_{j=0}^{k-1}c_jM^jr_0$ with residual $r_k$. Step $k$ stagnates if $\|r_k\|=\|r_{k-1}\|\neq0$.

**Theorem.** Let $M$ be invertible. If $r_{k-1}\ne0$ and none of the steps $1,\dots,k-1$ stagnates, then

$$\bar x_k=x_k^G,\qquad x_{k+1}=x_k^G+\beta_kr_k .\tag{2}$$

In the energy norm no step stagnates:

$$\|r_k\|_K\le\frac{\Lambda}{2+\Lambda}\,\|r_{k-1}\|_K .\tag{3}$$

The first derivation shows that both methods search the same space. It uses *Fact 1. If $r_k\ne0$, then $M^kr_0$ is not in $\mathcal K_k$.*

The second follows $f_k=f(x_k)$ and $\bar f_k=f(\bar x_k)$. With $P_k$ the orthogonal projector onto $D_k=\text{span}\{f_{j+1}-f_j:j<k\}$,

$$\bar f_k=(I-P_k)f_k .\tag{4}$$

$$D_{k+1}=D_k+\text{span}\{M\bar f_k\}.\tag{5}$$

$$\bar f_{k+1}=(I-P_{k+1})f_{k+1}=(I-P_{k+1})f_k=(I-P_{k+1})\bar f_k .\tag{6}$$

The orthogonal list $r_0-r_1,\dots,r_{k-2}-r_{k-1},r_{k-1}$ then gives $\bar f_k=r_k$, and invertibility of $M$ gives $\bar x_k=x_k^G$.

### What stagnation does

The recursion shows how progress stops. Let $w_k=(I-P_k)M\bar f_k$ be the new part of the direction added in (5). If $w_k\ne0$, (6) subtracts from $\bar f_k$ its component along $w_k$. Because $\bar f_k$ is orthogonal to $D_k$, $\langle w_k,\bar f_k\rangle=\langle M\bar f_k,\bar f_k\rangle$, and so

$$\|\bar f_{k+1}\|^2=\|\bar f_k\|^2-\frac{\langle\bar f_k,M\bar f_k\rangle^2}{\|w_k\|^2}.\tag{7}$$

If $w_k=0$, the same identity gives $\langle\bar f_k,M\bar f_k\rangle=0$, and nothing is subtracted. The mixed residual fails to shrink exactly when $\langle\bar f_k,M\bar f_k\rangle=0$.

Suppose this happens with $\bar f_k\neq0$, so that $\bar f_{k+1}=\bar f_k$. The next direction offered by (5) is $M\bar f_{k+1}=M\bar f_k$, which is already in $D_{k+1}$. Hence $D_{k+2}=D_{k+1}$ and $\bar f_{k+2}=\bar f_{k+1}$, and the argument repeats. On the linear problem Anderson mixing is frozen from then on, whatever the later damping factors. (For a nonlinear map a fixed damping factor repeats the last iterate and keeps the freeze, while a change of the factor can release it.) GMRES takes its next direction from a further power of $M$ and can recover. This is why the theorem needs its condition.

### What each derivation assumes

Both derivations need an affine residual, weights that add to one, full memory, nonzero damping factors, and the same start and norm in both methods. They differ in the rest.

The first uses no orthogonality. It needs a unique minimizer, and for that it is enough that the midpoint of two different vectors of equal length is shorter than they are. It therefore also covers norms without an inner product that have this property, such as the fourth root of a sum of fourth powers. In return it uses invertibility of $M$ throughout: for the unique minimizer, and in Fact 1 to show that the Krylov space grows until the problem is solved.

The second needs an inner product, since it rests on projectors. It uses invertibility only in its last line. If $M$ is singular, the identity $\bar f_k=r_k$ still holds under the same conditions on the residuals, while the mixed point and the GMRES iterate may differ by a vector that $M$ sends to zero. In Schrodinger-Poisson a singular $M$ is excluded by $\langle v,Mv\rangle_K\ge\|v\|_K^2$. It could occur in loops with an attractive feedback, for which no such inequality holds.

The condition on stagnation also enters differently. In the first derivation it keeps the leading Krylov coefficient $c_{k-1}$ from vanishing. In the second it keeps an orthogonal list free of zero vectors.

Limited memory breaks both. The first loses the equality of the spaces searched. In the second, $f_k-\bar f_k$ need no longer lie in the space that is projected out next, and (6) fails.

### A gate step in a silicon nanosheet

The film is undoped, with (100) faces, at 300 K, and both valley ladders are kept. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. Both gates are set so that the band edge of the empty film would lie 0.35 eV below the Fermi level. The self-consistent band edge is at $-0.126$ eV at the surfaces and $0.003$ eV in the middle. The five largest loop gains are 9.93, 1.19, 0.27, 0.08 and 0.03. Simple iteration would need $\beta<2/10.93=0.183$.

Now raise the voltage of the top gate by 10 mV, which lowers its level by 10 meV, and start from $x_0=0$. The first residual $b=K^{-1}\delta s$ is the response of a film whose charge does not react. Three dielectric layers then share the drop in proportion to thickness over permittivity: $1/3.9=0.256$ for each oxide and $6/11.7=0.513$ for the film, in all 1.026. A quarter of the drop falls in each oxide, so $b$ is $-7.5$, $-5.0$ and $-2.5$ meV at the top, middle and bottom of the film.

The first GMRES step is $x_1^G=\omega b$. Setting the derivative of $\|b-\omega Mb\|_K^2$ with respect to $\omega$ to zero gives

$$\omega=\frac{\langle b,Mb\rangle_K}{\langle Mb,Mb\rangle_K}=0.1033 .$$

With $\beta_0=1$ the first Anderson iterate is $x_1=b$. The mixed point $\alpha_0x_0+\alpha_1x_1$ then has $\alpha_1=0.1033$ and $\alpha_0=0.8967$. At the top face $x_1^G=0.1033\times(-7.5)=-0.775$ meV. The residual left there is $-3.045$ meV, so with $\beta_1=1$ the next Anderson iterate is

$$x_2=-0.775-3.045=-3.820\ \text{meV}.$$

The linear solution at that face is $-3.557$ meV. The film screens the gate step: at the bottom face the solution is 0.009 meV, against $-2.5$ meV without the reaction of the charge.

The energy norms below are relative to that of $b$. The last column is a bound derived next.

| $k$ | $\|r_k\|$ | bound |
|---|---|---|
| 1 | 0.637 | 0.908 |
| 2 | 0.224 | 0.493 |
| 3 | 0.0236 | 0.105 |
| 4 | $1.08\times10^{-3}$ | $8.0\times10^{-3}$ |
| 5 | $2.2\times10^{-5}$ | $2.4\times10^{-4}$ |

At each of these steps $x_{k+1}$ differs from $x_k^G+r_k$ by less than $10^{-13}$ in the same measure, which is rounding error. From the bare iterate $x_k^G$ it differs by $\|r_k\|$, as it must.

The residual falls faster than the factor $\Lambda/(2+\Lambda)=0.83$ per step guaranteed by (3). From the second step on, a sharper bound follows from the fact that few gains are large. A GMRES residual is the shortest vector of the form $p(M)r_0$, with $p$ a polynomial of degree at most $k$ and $p(0)=1$. Order the gains downwards and try

$$p(M)=\prod_{i=1}^k\left(I-\frac{M}{1+\lambda_i}\right).$$

It removes the components with the $k$ largest gains. A component with a smaller gain $\lambda$ is multiplied by $\prod_i(\lambda_i-\lambda)/(1+\lambda_i)$, which is at most $\prod_i\lambda_i/(1+\lambda_i)$. The eigenvectors are orthogonal in the energy product, so this product bounds $\|r_k\|_K/\|r_0\|_K$. For $k=2$ it is $(9.93/10.93)(1.19/2.19)=0.49$. Each further factor is smaller, and convergence speeds up.

Anderson mixing needs its memory for this. (The linear problem itself does not: since $M$ is self-adjoint in the energy product, the conjugate-residual recurrence gives the same residuals with one stored direction.) If the mixing keeps one difference only, with $\beta=1$, the mixed residual at $k=5$ is still 0.40, against $2.2\times10^{-5}$ with full memory. With short memory the damping factor no longer drops out: at $\beta=0.7$ the same figure is 0.039. At $\beta=1$, two and three differences give about $5\times10^{-3}$ and $9\times10^{-5}$.

The true map is not linear. Its remainder after linearization is quadratic in the step, so its Anderson iterates should depart from the linear ones in proportion to the square of the gate step. For $x_3$ the largest departures are $4.4\times10^{-2}$, $4.5\times10^{-4}$ and $4.5\times10^{-6}$ meV for steps of 10, 1 and 0.1 mV, a factor of about 100 each time. For the 10 mV step the nonlinear solution at the top face is $-3.545$ meV, 0.35 % from the linear value; in the middle of the film, where the change is small, the two differ by 2 %. The theorem is thus a good guide close to the solution; it makes no claim about a distant start. Started from the potential of the empty film with $\beta=1$, full-memory mixing on the true map still leaves a residual above 10 meV after 35 passes in either norm, while from a flat band at the Fermi level it converges.

### Thick oxide: the choice of norm

Replace both oxides by 10 nm of the same material and move the gate levels to $-2.36$ eV. The oxide field is unchanged, so the film potential and $S$ stay the same and only $K$ changes. The largest gain rises to 71.

In the Euclidean norm, progress requires $v^TMv\neq0$ for the residual $v$ in question. This form depends only on the symmetric part $(M+M^T)/2$. For 1 nm oxides the lowest eigenvalue of that part is 0.78, so stagnation is excluded at this working point. For 10 nm it is $-1.90$. These Euclidean values are for a grid spacing of 0.1 nm and are not converged: halving the spacing moves them to 0.79 and $-1.76$, and the residual 0.042 below to 0.039. The signs do not change. The values also depend on which nodes are unknowns: if the oxides are meshed at the same spacing and their nodes are counted in the norm, the lowest eigenvalue is 0.65 for 1 nm and is already negative for 2 nm ($-0.11$, against 0.50 on the film nodes alone). On the film nodes with 10 nm oxides, let $\mu_-<0<\mu_+$ be the lowest and highest eigenvalues of the symmetric part, with unit eigenvectors $v_-$ and $v_+$. The residual

$$r_0\propto\sqrt{\mu_+}\,v_-+\sqrt{-\mu_-}\,v_+$$

has $r_0^TMr_0\propto\mu_+\mu_--\mu_-\mu_+=0$. From this start the Euclidean GMRES residuals, relative to $r_0$, are 1, 1, 0.042 and 0.0016 for $k=0$ to 3. The mixed Anderson residual stays at 1.0000 when the least-squares solver discards singular values below $10^{-12}$ of the largest; with a much smaller cutoff, rounding error can free it after a few steps. With the energy norm in its least-squares problem, Anderson mixing from the same start brings the energy norm of the mixed residual down to about $10^{-11}$ of its initial value at $k=6$. This start was constructed to stagnate on the linearized map. On the true map, with a first residual of length 1 or 10 meV, it does not stall and the mixed residual reaches 0.042 at $k=2$. If it is changed by a random vector of relative length $10^{-6}$, the first step no longer stagnates exactly, and the Euclidean mixed residual follows GMRES down to 0.042 at $k=2$. A step of the top gate does not stall either: its Euclidean mixed residual is 0.054 at $k=1$. On the linear problem the energy norm removes the risk of stagnation at the price of products with $K$, which is tridiagonal here.

### How this stands to a real device

A film of 6 nm with an equivalent oxide thickness of 1 nm and about $10^{13}$ electrons per cm² is roughly typical of a silicon nanosheet transistor in strong inversion. The oxide field of 2.2 MV/cm lies well below the breakdown field of silicon dioxide, roughly 10 MV/cm. The thick-oxide case is closer to a high-voltage device, although its film is unusually thin for one.

The mean-field model leaves out exchange and correlation. A zero-temperature local exchange estimate that puts all electrons in two equally filled valleys (36 % are in fact in the four-fold ladder, which weakens exchange) gives a potential of 27 meV at the peak density, comparable with $k_BT=26$ meV. Exchange lowers the energy where electrons gather, so it replaces $qK^{-1}$ in the loop by $qK^{-1}-X$, with $X$ diagonal and positive. The nonzero gains are then the nonzero eigenvalues of $(-S)^{1/2}(qK^{-1}-X)(-S)^{1/2}$. Keep $S$ at its value without exchange. The part with $X$ alone then has largest eigenvalue 0.26, so no eigenvalue of $M$ falls by more than 0.26. The largest eigenvalue of $M$ changes by at most 2.4 %, and all stay above about 0.74. The electron gas is only weakly degenerate at 300 K, which changes these figures. With the finite-temperature local exchange and a density-of-states mass of 0.32, two valleys give 22 meV and an eigenvalue of 0.37 in place of 0.26, so about 3.4 % and 0.63; six equally filled valleys give 10 meV and 0.22. In this estimate the matrix remains invertible, but $KM$ is in general no longer symmetric, and the proof of safety in the energy norm no longer applies as it stands. Exchange also shifts the working point and with it $S$; neither this change nor correlation was estimated.

There are other omissions; their effect on the gains was computed only where stated. Nonparabolic bands enter at a relative size of about 7 %. With a barrier of 3.1 eV and an oxide mass of 0.5, the wave functions would decay into each oxide over about 0.16 nm and the charge over about 0.08 nm, which the hard walls forbid. Allowing this raises the sheet density by about 4 % and the largest gain by about 5 %. Rough tunnelling estimates for 1 nm of pure silicon dioxide give a leakage between about 30 and 250 A/cm², depending on how the escape rate and the gate are modelled; the model assumes equilibrium and has none. Halving the grid spacing changes the largest gain by less than 0.01 %. Other figures of the example move in their last digit when the grid is converged: the values $-3.820$, $-3.557$ and $-3.545$ meV become $-3.821$, $-3.559$ and $-3.546$ meV, and the residuals and bounds in the table shift by up to 2 %. A real nanosheet also has gated side faces and a finite width, which this one-dimensional model does not describe. The remaining figures are in the numerical output.

## Computed results

```
film 6.0 nm, oxide 1.0 nm, T 300.0 K, kT 25.852 meV
permittivities Si 11.7, oxide 3.9; nodes 61, spacing 0.10 nm
ladder: mass across 0.916, in-plane 0.190 (m0), valleys 2
ladder: mass across 0.190, in-plane 0.417 (m0), valleys 4
e^2/eps0 = 18.0951 eV nm, hbar^2/m0 = 0.07620 eV nm^2
gate level -0.35 eV; U surface -0.1264, middle 0.0033 eV
sheet density 9.6388e+12 cm^-2
lowest levels, 2-valley ladder (eV): [-0.0083  0.0072  0.0669]
lowest levels, 4-valley ladder (eV): [0.0403 0.185 ]
largest loop gains: [9.9278 1.1878 0.2718 0.0823 0.0305]
growth factor of plain iteration 9.9278
damping limit 2/(1+gain) = 0.1830
energy-norm reduction bound per step 0.8323
top gate step 10.0 mV; below: top, middle, bottom in meV
first residual b:        -7.5000  -5.0000  -2.5000
first GMRES step length 0.10331
GMRES x_1:               -0.7748  -0.5165  -0.2583
GMRES residual r_1:      -3.0454  1.1040  1.1198
Anderson x_2:            -3.8202  0.5875  0.8615
linear solution:         -3.5572  -0.1596  0.0089
nonlinear solution:      -3.5448  -0.1563  0.0090
energy norms relative to b: k, |r_k|, |x_(k+1)^A - x_k^G - r_k|, |x_(k+1)^A - x_k^G|
  1  6.372e-01  2.4e-14  6.372e-01
  2  2.236e-01  1.3e-14  2.236e-01
  3  2.363e-02  5.5e-15  2.363e-02
  4  1.076e-03  5.3e-15  1.076e-03
  5  2.246e-05  6.6e-15  2.246e-05
memory of one difference, mixed residual at k=5: 4.020e-01
nonlinear minus linear Anderson x_3, steps 10, 1, 0.1 mV (meV): 4.410e-02 4.514e-04 4.525e-06
nonlinear Anderson x_8, 10 mV: largest residual 5.45e-06 meV
lowest eigenvalue of (M+M^T)/2, 1.0 nm oxide: 0.7791
10.0 nm oxide: gate level -2.362 eV, largest gain 71.235
  lowest eigenvalue of (M+M^T)/2: -1.9006
  Euclidean GMRES |r_k|/|r_0|, k=0..4: 1.0000 1.0000 0.0415 0.0016 0.0000
  Euclidean Anderson mixed residual, k=0..4: 1.0000 1.0000 1.0000 1.0000 1.0000
  energy-norm Anderson mixed residual, k=6: 1.07e-11
half spacing: gain 9.9272, density 9.6378e+12 cm^-2
exchange potential at peak density 26.9 meV
largest gain of the exchange part alone 0.260
nonparabolicity 0.5/eV x (E1 - lowest U + kT) = 0.072
oxide field 2.24 MV/cm, oxide drop 0.2236 V
barrier 3.1 eV, oxide mass 0.5: decay length 0.157 nm
tunnelling exponent 12.52, leakage 3e+01 A/cm^2
```
